# Saturation of the dipole correlation in a hard cone

When the dielectric response of a hindered polar group is calculated from its orientational correlation function, one decision has to be made before any relaxation time is fitted: should the function decay to zero or to a constant? A constant removes part of the dipole from the fast response and leaves it to slower motions. If the group diffuses freely inside a hard cone, the constant follows from the half-angle \(\theta_0\) alone. The diffusion constant sets how soon it is reached, but not its value.

Let \(\mathbf u\) be the unit vector along the dipole, and let \(\theta\) and \(\phi\) be its polar and azimuthal angles about the cone axis \(z\). The axis is fixed. The dipole has rotational diffusion constant \(D>0\), feels no torque for \(\theta<\theta_0\), and is reflected at \(\theta=\theta_0\), where \(0<\theta_0\le\pi\). The rank-one correlation function is

\[
C_1(t)=\langle \mathbf u(0)\cdot\mathbf u(t)\rangle ,
\]

with \(\mathbf u(0)\) drawn from the equilibrium distribution in the cone. Since a scalar product doesn't change under rotation, a sample of many fixed cones with different axes has the same \(C_1\). The claim is that

\[
C_1(\infty)=\frac{(1+\cos\theta_0)^2}{4}.
\]

The probability density \(p\) on the unit sphere obeys

\[
\frac{\partial p}{\partial t}=D\nabla^2p,\qquad
\left.\frac{\partial p}{\partial\theta}\right|_{\theta_0}=0 ,
\]

where \(\nabla^2\) is the angular Laplacian. The second equation says that no probability current crosses the wall; for \(\theta_0=\pi\) there is no wall and the condition is dropped. A uniform density is stationary. To see that it is the only stationary one, take any smooth \(f\) that satisfies the wall condition and integrate by parts over the allowed cap:

\[
-\int f\,\nabla^2 f\,d\Omega=\int|\nabla f|^2\,d\Omega\ \ge 0 .
\]

The boundary term is absent because the normal derivative vanishes. If \(\nabla^2f=0\), the right side is zero, so \(f\) has no gradient and is constant over the connected cap.

The Laplacian on such a cap, with a reflecting edge, has a complete set of real orthonormal modes and a discrete spectrum. This is the standard spectral theorem for a compact region with a regular boundary. Write

\[
\nabla^2\psi_n=-\lambda_n\psi_n,\qquad 0=\lambda_0<\lambda_1\le\lambda_2\le\dots
\]

The constant mode is \(\psi_0=A^{-1/2}\), where \(A\) is the area of the cap. With \(x=\cos\theta\) and \(x_0=\cos\theta_0\), the surface element is \(d\Omega=dx\,d\phi\), so \(A=2\pi(1-x_0)\). The density at time \(t\) for a dipole that started at \(\mathbf u'\) is

\[
p(\mathbf u,t|\mathbf u')=\sum_n\psi_n(\mathbf u)\psi_n(\mathbf u')e^{-D\lambda_nt}.
\]

Multiply this by \(\mathbf u\cdot\mathbf u'\) and by the equilibrium density \(1/A\) of the start, then integrate over both directions. With \(c_{in}=\int u_i\psi_n\,d\Omega\) for the Cartesian components \(i=x,y,z\), the result is

\[
C_1(t)=\frac1A\sum_i\sum_n c_{in}^2\,e^{-D\lambda_nt}.
\]

Every term with \(n\ge1\) dies out. The term \(n=0\) remains, and since \(c_{i0}=A^{-1/2}\int u_i\,d\Omega=A^{1/2}\langle u_i\rangle\), it gives

\[
C_1(\infty)=\sum_i\langle u_i\rangle^2=|\langle\mathbf u\rangle|^2 .
\]

The late direction has forgotten the early one, so the mean of the product has become the product of the means. What persists is the average arrow that the cone imposes on the dipole.

The components across the axis contain \(\cos\phi\) or \(\sin\phi\) and average to zero over a full turn. The axial mean is

\[
S\equiv\langle\cos\theta\rangle=\frac{1}{1-x_0}\int_{x_0}^{1}x\,dx
=\frac{1-x_0^2}{2(1-x_0)}=\frac{1+x_0}{2}.
\]

Its square is the stated plateau. For a narrow cone, \(x_0\simeq1-\theta_0^2/2\) gives \(S^2\simeq1-\theta_0^2/2\), so little correlation is lost. A hemisphere leaves \(1/4\), and the full sphere leaves nothing. The plateau falls steadily with \(\theta_0\), so within this model it can be inverted: \(\cos\theta_0=2\sqrt{C_1(\infty)}-1\).

The equilibrium start matters. A dipole that always starts at polar angle \(\theta_s\) has the late correlation \(\mathbf u(0)\cdot\langle\mathbf u\rangle=S\cos\theta_s\). A start on the axis therefore gives \(S\), and averaging \(\cos\theta_s\) over equilibrium supplies the second factor \(S\).

The argument also shows what the plateau can't reveal. The diffusion equation was needed to make the dipole forget its start and to fix the uniform density. A dipole that jumps at random between two equally populated directions an angle \(2\alpha\) apart also forgets its start, and its plateau is \(|(\mathbf u_1+\mathbf u_2)/2|^2=(1+\cos2\alpha)/2=\cos^2\alpha\). A measured constant can thus be turned into a cone angle or into a jump angle, and other evidence must decide between them.

The approach to the plateau begins at a rate that doesn't depend on the cone. Integration by parts, with the wall condition on \(\psi_n\), gives \(\int\nabla u_i\cdot\nabla\psi_n\,d\Omega=\lambda_nc_{in}\). For \(n\ge1\) the fields \(\nabla\psi_n/\sqrt{\lambda_n}\) are orthonormal, and they span the gradients of functions with finite \(\int|\nabla f|^2d\Omega\). The squared length of \(\nabla u_i\) is therefore the sum of its squared projections:

\[
\int|\nabla u_i|^2\,d\Omega=\sum_n\lambda_nc_{in}^2 .
\]

On the sphere, the gradient of \(u_i=\mathbf e_i\cdot\mathbf u\) is the part of \(\mathbf e_i\) tangent to the surface, \(\mathbf e_i-u_i\mathbf u\), whose square is \(1-u_i^2\). The three squares add up to \(3-1=2\). Hence

\[
C_1'(0)=-\frac DA\sum_{i,n}\lambda_nc_{in}^2=-2D ,
\]

which is also the initial slope of the free Debye decay \(e^{-2Dt}\). At first most dipoles haven't met the wall. The confined function has less far to fall, however, and so it levels off sooner when the cone is narrow. For wide cones this argument fails, as shown below.

A suitable measure of the time to saturate is the area under the decaying part, divided by its initial height:

\[
\tau=\frac{1}{1-S^2}\int_0^\infty\left[C_1(t)-S^2\right]dt .
\]

It can be found without the individual modes. Let \(\delta u_i=u_i-\langle u_i\rangle\), and let \(g_i\) solve \(D\nabla^2g_i=-\delta u_i\) with a reflecting wall. Projecting this equation on \(\psi_n\) with \(n\ge1\) gives \(D\lambda_n\int g_i\psi_n\,d\Omega=c_{in}\). Therefore

\[
\langle g_i\,\delta u_i\rangle=\frac1A\sum_{n\ge1}\frac{c_{in}^2}{D\lambda_n}
=\int_0^\infty\langle\delta u_i(0)\,\delta u_i(t)\rangle\,dt .
\]

For the axial component, \(g\) depends on \(x\) alone, and the equation reads

\[
D\frac{d}{dx}\left[(1-x^2)g'\right]=-(x-S).
\]

Integrate from \(x\) to 1. The bracket vanishes at \(x=1\) because \(g\) is regular on the axis, so

\[
D(1-x^2)g'=\int_x^1(x'-S)\,dx'
=\frac{1-x^2}{2}-\frac{1+x_0}{2}(1-x)=\frac{(1-x)(x-x_0)}{2}.
\]

This also vanishes at the wall, as it should. Dividing by \(D(1-x^2)\) gives \(g'=(x-x_0)/[2D(1+x)]\). In \(\langle g\,\delta u_z\rangle\), replace \(x-S\) by the left side of the differential equation with its sign reversed, and integrate by parts. Both end terms vanish, and the axial integral is

\[
J_\parallel=\frac{D}{1-x_0}\int_{x_0}^1(1-x^2)g'^2dx
=\frac{1}{4D(1-x_0)}\int_{x_0}^1\frac{(1-x)(x-x_0)^2}{1+x}\,dx .
\]

Put \(y=1+x\) and \(b=1+x_0\). The integrand becomes

\[
\frac{(2-y)(y-b)^2}{y}=2(1+b)y-y^2-(4b+b^2)+\frac{2b^2}{y}.
\]

Integrating from \(b\) to 2 gives

\[
(1+b)(4-b^2)-\frac{8-b^3}{3}-(4b+b^2)(2-b)+2b^2\ln\frac2b ,
\]

and collecting powers of \(b\) leaves

\[
J_\parallel=\frac{1}{4D(1-x_0)}\left[\frac43-4b+b^2+\frac{b^3}{3}+2b^2\ln\frac2b\right].
\]

For the transverse component \(u_x=\sin\theta\cos\phi\), the free-sphere relation \(\nabla^2u_x=-2u_x\) supplies the particular solution \(u_x/(2D)\). Its slope at the wall is generally not zero, so a solution of \(\nabla^2h=0\) must be added. The choice \(h=\tan(\theta/2)\cos\phi\) is regular on the axis. It works because

\[
\nabla^2=\frac{1}{\sin^2\theta}\left[\left(\sin\theta\frac{\partial}{\partial\theta}\right)^2+\frac{\partial^2}{\partial\phi^2}\right],
\qquad
\sin\theta\,\frac{d}{d\theta}\tan\frac\theta2=\tan\frac\theta2 ,
\]

so the two terms in the bracket cancel. Write

\[
g_x=\frac{\cos\phi}{D}\left[\frac{\sin\theta}{2}+a\tan\frac\theta2\right].
\]

The wall condition is \(x_0/2+a/[2\cos^2(\theta_0/2)]=0\). With \(\cos^2(\theta_0/2)=(1+x_0)/2\), it gives \(a=-x_0(1+x_0)/2\). The \(y\) component is the same with \(\sin\phi\) for \(\cos\phi\). Adding the two removes \(\phi\), and \(\sin\theta\tan(\theta/2)=1-\cos\theta\), so that

\[
J_\perp=\frac1D\left[\frac{\langle1-x^2\rangle}{2}+a\langle1-x\rangle\right].
\]

The averages are \(\langle1-x\rangle=(1-x_0)/2\) and \(\langle1-x^2\rangle=1-(1+x_0+x_0^2)/3=(1-x_0)(2+x_0)/3\). Hence

\[
J_\perp=\frac{1-x_0}{12D}\left[2(2+x_0)-3x_0(1+x_0)\right]
=\frac{(1-x_0)^2(4+3x_0)}{12D}.
\]

Since \(1-S^2=(1-x_0)(3+x_0)/4\), the time to saturate is

\[
\tau=\frac{4(J_\parallel+J_\perp)}{(1-x_0)(3+x_0)} .
\]

As \(x_0\to-1\), the two integrals tend to \(1/(6D)\) and \(1/(3D)\), and \(\tau\) becomes the Debye time \(1/(2D)\). For a hemisphere, \(J_\parallel=(\tfrac12\ln2-\tfrac13)/D\) and \(J_\perp=1/(3D)\), so \(\tau=2\ln2/(3D)\), about \(0.46/D\). The transverse component then decays as \(e^{-2Dt}\), because \(\sin\theta\) already has zero slope at the equator; the faster axial part shortens the average. For a narrow cone, let \(\epsilon=1-x_0\simeq\theta_0^2/2\). Then \(J_\perp\simeq7\epsilon^2/(12D)\), \(J_\parallel\) is of order \(\epsilon^3/D\), and \(1-S^2\simeq\epsilon\). To leading order \(\tau\simeq7\theta_0^2/(24D)\): the time is that of diffusion across the cone. Between these limits \(\tau\) doesn't rise steadily to the Debye time. At \(\theta_0=120^\circ\), \(x_0=-1/2\) gives \(J_\parallel=0.0530/D\), \(J_\perp=0.4688/D\) and \(1-S^2=15/16\), so \(\tau=0.557/D\), longer than for the free dipole. In a cone wider than a hemisphere the slowest transverse rate lies below \(2D\), and \(\tau\) approaches \(1/(2D)\) from above.

The plateau enters the permittivity through the static response of a fixed cone. Let \(\mathbf E\) be a weak field acting on a dipole of moment \(\mu\) at temperature \(T\). The Boltzmann weight is \(1+\mu\mathbf E\cdot\mathbf u/(k_BT)\) to first order. Dividing by its average gives

\[
\Delta\langle u_i\rangle=\frac{\mu}{k_BT}\sum_j\left[\langle u_iu_j\rangle-\langle u_i\rangle\langle u_j\rangle\right]E_j .
\]

For randomly oriented cone axes, the bracket is replaced by one third of its trace times the unit matrix, and the trace is \(1-S^2\). The permanent averages \(\langle\mathbf u\rangle\) of the cones cancel in the sample. For \(n\) independent dipoles per volume, in SI units and with the acting field set equal to the applied one, the fast contribution to the relative permittivity is

\[
\Delta\varepsilon_{\rm fast}=\frac{n\mu^2}{3\varepsilon_0k_BT}\,(1-S^2).
\]

Free dipoles would give the prefactor alone. The missing share \(S^2\) needs a slower motion that changes the mean direction of the dipole: the cone axis turns, or the dipole escapes into another cone. It then appears, in part or in full, on the time scale of that motion.

Take \(\theta_0=40^\circ\), \(D=1.0\times10^7\ \mathrm{s^{-1}}\), \(\mu=4.0\) debye, \(n=0.5\ \mathrm{nm^{-3}}\) and \(T=300\) K. With \(x_0=0.76604\),

\[
S=\frac{1.76604}{2}=0.88302,\qquad S^2=0.7797,\qquad 1-S^2=0.2203 .
\]

The integrals are \(J_\parallel=0.000140/D\) and \(J_\perp=0.028727/D\), so

\[
\tau=\frac{0.000140+0.028727}{0.22027\times10^7\ \mathrm{s^{-1}}}=13.1\ \mathrm{ns},
\]

against 50 ns for the free dipole with the same \(D\). The correlation and the single exponential \(S^2+(1-S^2)e^{-t/\tau}\) compare as follows.

| \(t\) (ns) | \(C_1\) | single exponential |
|---:|---:|---:|
| 5 | 0.9281 | 0.9301 |
| 10 | 0.8815 | 0.8824 |
| 20 | 0.8279 | 0.8276 |
| 50 | 0.7849 | 0.7846 |
| 100 | 0.7799 | 0.7798 |

The largest difference found, 0.0022, is 1% of the decaying part. One exponential serves well here because the axial motion supplies only 0.5% of the area, and the slowest transverse rate, \(7.453D\), corresponds to 13.4 ns, close to \(\tau\). The true curve starts more steeply: its slope is \(-2D=-0.020\ \mathrm{ns^{-1}}\), while that of the exponential is \(-0.2203/13.1=-0.017\ \mathrm{ns^{-1}}\).

These formulas were tested against a numerical diagonalization of the diffusion operator for half-angles of 20, 40, 75, 90, 120 and 150 degrees. The late correlation agreed with the plateau to rounding error, and the time integrals agreed to within \(10^{-13}/D\). As a second test, 10,000 random walkers in the 40-degree cone gave a late correlation of 0.782 from an equilibrium start. Started on the axis they gave 0.883, which is \(S\) and not \(S^2\). The numerical output lists these results with the rest.

The example lies roughly in the regime of a glassy polymer for film capacitors that carries methylsulfonyl side groups. A moment near 4 debye is reasonable for such a group. The dipole is inclined by about 50 degrees to the bond that holds the group, however, so a turn about that bond alone carries it along an arc and doesn't fill a cone. The filled cone is therefore an idealization, and its plateau isn't a prediction for a particular polymer. The density is deliberately low, well below one group on every repeat unit, while the cone angle and the diffusion constant are round choices and not measured properties. The prefactor is 0.809, so the fast strength is \(0.809\times0.2203=0.178\). Real groups have no hard wall. If the energy beyond 40 degrees rises as \(k_BT(\theta-\theta_0)^2/(2w^2)\) with \(w=5^\circ\), the plateau drops to 0.709 and the decaying part grows from 0.220 to 0.291, by about a third. Read through the hard-cone formula, this plateau would suggest a half-angle of 47 degrees. An energy linear in \(\cos\theta\) that favours the axis over the rim by \(k_BT\) moves the plateau to 0.814; favouring the rim by as much moves it to 0.746. The second decimal of a calculated plateau therefore depends on the assumed potential, as does any cone angle inferred from a measured plateau.

The permittivity is more sensitive still to the field that acts on the group. With an assumed high-frequency permittivity of 2.6, the Lorentz estimate enlarges the acting field by \((2.6+2)/3=1.53\). The same factor enters again through the polarization that the dipole induces around it, so the strength grows by 2.35, from 0.18 to about 0.42. This is the first-order estimate for dilute groups; with the same parameters the Onsager equation gives 0.44 and the full Clausius–Mossotti relation 0.46, so the second digit depends on the local-field model. Two parallel dipoles side by side at the distance \(n^{-1/3}\) already have an unscreened interaction energy of \(0.19\,k_BT\), and head to tail its magnitude is twice that, so treating them as independent would become doubtful at much higher loading.

A strong working field of 2 MV/cm, with the same local-field factor, gives \(\mu E/(k_BT)=0.99\), which is no longer small compared with one. Yet the plateau in that field stays between 0.772 and 0.788 for a field against, along or across the cone axis, and reaches only 0.789 for an oblique field, because a 40-degree cone leaves little room for reorientation. At 400 K, with angle and density held fixed, the fast strength without local field falls from 0.178 to 0.134 through the factor \(1/T\).

The cone axis must also stay still while the plateau is observed. If the backbone needs 1 s to turn it, a window of 1 µs covers a millionth of that time and is still many times \(\tau\). Inertia sets no limit here: a group of 79 u on an arm of 0.2 nm would lose its angular momentum in about 0.01 fs, by the estimate \(ID/(k_BT)\) with \(I\) its moment of inertia. Atoms hardly move in so short a time, so it can't be read as a real time of velocity loss. In a glass, so small a \(D\) may instead stand for rare crossings of local barriers. The diffusive shape of the decay is then the less secure part of the model. The plateau survives a change of mechanism if the group still explores the cone uniformly within the window. If some directions are preferred, or the cone isn't circular, \(|\langle\mathbf u\rangle|^2\) has to be evaluated with the actual distribution.

## Computed results

```
TESTS
largest plateau error, six cones: 2.2e-16
largest time-integral error (1/D): 7.4e-14
largest slope error at D*t=1e-5 (D): 0.0135
free-sphere error against exp(-2Dt): 2.2e-16
walkers, late correlation: 0.7816
walkers at D*t=0.10: 0.8844
mode sum at the same time: 0.8815
walkers started on axis, late: 0.8830
static response sum from small field: 0.220272
EXAMPLE
cone half-angle: 40 deg, cosine 0.76604
diffusion constant: 1.0e+07 1/s
dipole: 4.0 D; density: 0.5 nm^-3
temperature: 300 K
mean axial projection S: 0.88302
plateau S^2: 0.77973; decaying part: 0.22027
slowest axial rate: 30.132 D
slowest transverse rate: 7.453 D
axial time integral: 0.000140 /D
transverse time integral: 0.028727 /D
mean decay time tau: 13.11 ns
free dipole time 1/(2D): 50.0 ns
t=  0 ns: C=1.00000, single exponential=1.00000
t=  5 ns: C=0.92808, single exponential=0.93013
t= 10 ns: C=0.88145, single exponential=0.88243
t= 20 ns: C=0.82792, single exponential=0.82761
t= 50 ns: C=0.78488, single exponential=0.78458
t=100 ns: C=0.77985, single exponential=0.77984
largest single-exponential error: 0.00223
full dipole strength, no local field: 0.8090
fast strength, no local field: 0.1782
NEGLECTED EFFECTS
plateau, soft wall of width 5 deg: 0.7094
plateau, axis favoured by 1 kT: 0.8140
plateau, rim favoured by 1 kT: 0.7462
fast permittivity assumed: 2.6
local-field factor on field: 1.533
local-field factor on strength: 2.351
working field: 2.0 MV/cm; energy/kT: 0.988
plateau, field along axis: 0.7877
plateau, field against axis: 0.7718
plateau, field across axis: 0.7873
unscreened dipole interaction/kT: 0.193
group mass: 79 u; arm: 0.2 nm
inertial time: 0.0127 fs
window: 1 us; backbone time: 1 s
axis drift, window/backbone time: 1.0e-06
fast strength at 400 K: 0.1337
```
